# Curvature of a Thin-Film Stack: Additivity and Stacking Order

**Q.** A substrate carries several films with different stresses and stiffnesses. People compute a curvature for each film alone and add the results, without asking which film lies at the bottom. I doubt that this is mechanics. What is the model?

**A.** A uniform substrate of thickness $h_s$ carries bonded layers $i=1,\dots,n$, numbered upward, of thickness $h_i$. Everything is linear elastic and isotropic, with Young's modulus $E$ and Poisson ratio $\nu$ depending on height alone. The biaxial modulus is $M=E/(1-\nu)$, equal to $M_s$ in the substrate and $M_i$ in layer $i$. Deflections are small and we look far from the edges.

Let $\sigma_i$ be the stress of layer $i$ when the substrate is held flat and unstrained, equal in both in-plane directions, with tension positive. The corresponding elastic strain is the mismatch strain $m_i=\sigma_i/M_i$; in the substrate $m=0$. Now release the substrate. With $z$ measured upward from its midplane, take the displacement

$$u_x=x(\varepsilon_0-\kappa z),\quad u_y=y(\varepsilon_0-\kappa z),\quad u_z=\tfrac12\kappa(x^2+y^2)+w(z).$$

For $\kappa>0$ the plate rises away from its centre, so it is concave on the film side.

**Q.** You have assumed that the in-plane strain is linear in $z$, right through layers of different stiffness. Why should the layers comply?

**A.** Because this displacement satisfies the three-dimensional equations. The in-plane strains are $\varepsilon_{xx}=\varepsilon_{yy}=\varepsilon_0-\kappa z$ and $\varepsilon_{xy}=0$. The transverse shear is

$$2\varepsilon_{xz}=\frac{\partial u_x}{\partial z}+\frac{\partial u_z}{\partial x}=-\kappa x+\kappa x=0,$$

and likewise for $yz$. We choose $w(z)$, continuous across the interfaces, so that $\sigma_{zz}=0$. Hooke's law for two equal in-plane stresses then reads $\varepsilon^{\rm el}=(\sigma-\nu\sigma)/E=\sigma/M$. The elastic strain is the mismatch strain plus the strain acquired on release, so

$$\sigma(z)=M(z)\,[\varepsilon_0-\kappa z+m(z)].$$

This stress depends on $z$ alone and has only the components $\sigma_{xx}=\sigma_{yy}$, so its divergence vanishes. The faces are free of traction and the displacement is continuous at each interface.

The free edge is satisfied only on average: we demand zero net force and zero net moment there, not zero stress at each height. By Saint-Venant's principle the difference is felt near the edge, over a distance comparable with the total thickness, provided no layer is extremely compliant. A stiff film (modulus $M_f$, thickness $h_f$) on a very soft layer (shear modulus $\mu$, thickness $h_p$) picks up its load over a length of order $\sqrt{M_fh_fh_p/\mu}$. For 1 µm of a 300 GPa film on 10 µm of elastomer with $\mu\approx0.6$ MPa this is about 2 mm, several times the thickness of a 500 µm substrate.

**Q.** Then give me the curvature before you approximate anything.

**A.** Define integrals over the whole thickness,

$$(A,B,D)=\int M\,(1,z,z^2)\,dz,\qquad (N,P)=\int Mm\,(1,z)\,dz.$$

Zero force, $\int\sigma\,dz=0$, and zero moment, $\int\sigma z\,dz=0$, give

$$A\varepsilon_0-B\kappa+N=0,\qquad B\varepsilon_0-D\kappa+P=0.$$

The first gives $\varepsilon_0=(B\kappa-N)/A$. Inserted into the second, it yields $B^2\kappa/A-BN/A-D\kappa+P=0$, hence

$$\kappa=\frac{P-BN/A}{D-B^2/A}.$$

**Q.** The mismatches enter linearly, through $N$ and $P$. So additivity is just superposition, and it needs no thin films?

**A.** That superposition answers a different question. Keep all layers in place, switch on one mismatch at a time, and the curvatures add without any thinness assumption. But a film measured alone sits on a bare substrate. Adding the others changes $A$, $B$ and $D$, and may lift the film further from the midplane. Thinness is needed to make those changes small.

**Q.** Show me how small, and do not drop terms silently.

**A.** Write $f_i=\sigma_ih_i$ for the film force per unit width and $d_i$ for the height of the middle of layer $i$ above the substrate surface. Define also

$$F=\sum_i f_i,\quad G=\sum_i f_id_i,\quad s_i=\frac{M_ih_i}{M_sh_s},\quad S=\sum_i s_i.$$

Since $Mm=\sigma_i$ in layer $i$, whose middle is at $z=h_s/2+d_i$,

$$N=F,\qquad P=\frac{h_s}{2}F+G,$$

without approximation. For the stiffness integrals, let both $h_i/h_s$ and $s_i$ be small, of first order. The substrate contributes $M_sh_s$, $0$ and $M_sh_s^3/12$ to $A$, $B$ and $D$. The films sit at $z\approx h_s/2$, so

$$A=M_sh_s(1+S),\qquad B=\tfrac12M_sh_s^2\,[S+\text{second order}],$$

$$D=\frac{M_sh_s^3}{12}\,[1+3S+\text{second order}].$$

The 3 arises because the films add $M_sh_sS\,(h_s/2)^2=M_sh_s^3S/4$.

At leading order the denominator of $\kappa$ is $M_sh_s^3/12$ and the numerator is $h_sF/2$. The term $BN/A\approx h_sFS/2$ is smaller by the factor $S$, and $G$ is smaller than $h_s\sum|f_i|$ by a factor of order $d_i/h_s$. Therefore

$$\boxed{\kappa\approx\frac{6}{M_sh_s^2}\sum_i\sigma_ih_i}$$

Each term is the Stoney curvature of one film. No $d_i$ appears, so the stacking order does not matter at this level. The film moduli have gone too, apart from their role in fixing $\sigma_i=M_im_i$. Physically, every film pulls on the substrate with nearly the same lever arm, $h_s/2$, and the substrate supplies nearly all the bending stiffness.

**Q.** The second film touches the first film, not the substrate. Should its stress not come from its mismatch with the first film?

**A.** Not in this definition. In a coherent stack all layers share the in-plane dimensions of the substrate, so $m_i$ compares layer $i$ with the substrate, whatever lies between. The layers below transmit the force.

The definition does carry a condition: $\sigma_i$ must be the same number in every order. If a film relaxes on one underlayer but not on another, or grows with a different stress there, its $f_i$ changes and so does the leading term. Interface stresses that depend on which materials meet would also add order-dependent forces. These effects lie outside the model.

**Q.** Let me see numbers.

**A.** Take round model parameters: $M_s=200$ GPa and $h_s=500$ µm, with these films.

| Film | $h_i$ (µm) | $M_i$ (GPa) | $\sigma_i$ (MPa) | $f_i$ (N/m) |
|---|---|---|---|---|
| A | 1.0 | 300 | 600 | 600 |
| B | 2.0 | 100 | −200 | −400 |
| C | 0.5 | 400 | 1000 | 500 |

The prefactor is $K=6/(M_sh_s^2)=6/(5\times10^4\ \text{N})$, or 0.12 km⁻¹ per N/m. The films contribute $72-48+60=84$ km⁻¹, which is $K$ times the total force of 700 N/m. The radius of curvature is 11.9 m.

At 25 mm from the centre the plate rises by $\kappa\rho^2/2\approx26$ µm, about 5% of its thickness, so small deflection is reasonable. What counts is the rise at the rim of the plate, which grows as the square of its radius. For a free disc of radius 25 mm, stretching of the midplane lowers the curvature at the centre by about 0.1%. At radius 50 mm it lowers it by about 2%, already as much as the corrections discussed below. At 100 mm the formula gives a rise of 420 µm, comparable with $h_s$, the curvature at the centre is about 20% lower, and the linear theory fails.

The full plate formula gives between 81.56 km⁻¹ (order CAB, read from the bottom up) and 82.96 km⁻¹ (BAC). The spread over all six orders is 1.7% of the leading curvature, and the leading law is off by at most 2.9% of that curvature.

**Q.** So the order does matter a little, and all six values lie below 84. Explain both facts.

**A.** Keep the next order. The numerator and denominator are

$$P-\frac{BN}{A}=\frac{h_s}{2}\Big[F+\frac{2G}{h_s}-FS\Big],\qquad D-\frac{B^2}{A}=\frac{M_sh_s^3}{12}\,[1+3S],$$

where $B^2/A\approx M_sh_s^3S^2/4$ has been dropped as second order. Multiplying the first bracket by $1/(1+3S)\approx1-3S$ and keeping terms up to one order beyond $F$ gives

$$\kappa\approx K\Big[F+\frac{2}{h_s}\sum_if_id_i-4FS\Big].$$

The last term is the stiffening of the plate by its films. It depends on the sum $S$ and is blind to order. The middle term is the correction to the lever arms, and it alone knows the order.

Here $s_A=0.003$ and $s_B=s_C=0.002$, so $S=0.007$ and stiffening lowers the curvature by $4S=2.8\%$. For ABC the middle heights are 0.5, 2 and 3.25 µm, so

$$G=600(0.5)-400(2)+500(3.25)=1125\ \text{N·µm/m}.$$

The bracket is $700+4.5-19.6=684.9$ N/m, and $\kappa\approx82.19$ km⁻¹, against 82.21 km⁻¹ from the full formula. In this example the lever-arm corrections are at most about 1.6% of $F$, too small to outweigh the stiffening, so every order ends below 84 km⁻¹.

The orders of the errors were tested too. The films of ABC were first thinned to a tenth of their listed thicknesses and then halved. The halving reduces the absolute error of the leading law by a factor 3.997, and that of the corrected law by 7.995. These are the factors 4 and 8 expected of second- and third-order errors.

**Q.** What does one exchange of neighbours do?

**A.** Let $a$ lie just below $b$, with the base of the pair at height $H$. Before the exchange $d_a=H+h_a/2$ and $d_b=H+h_a+h_b/2$. Afterwards $d_b=H+h_b/2$ and $d_a=H+h_b+h_a/2$. So $a$ has risen by $h_b$, $b$ has sunk by $h_a$, and no other layer has moved:

$$\Delta G=f_ah_b-f_bh_a=h_ah_b(\sigma_a-\sigma_b),\qquad \Delta\kappa\approx\frac{12\,h_ah_b(\sigma_a-\sigma_b)}{M_sh_s^3}.$$

At this order, moving the more tensile film upward raises the curvature. If the two stresses are equal, the exchange has no effect at this order, even when the moduli differ. If they are nearly equal, the next order can decide the sign.

For A and B, $\Delta G=1\times2\times800=1600$ N·µm/m. The equivalent force is $2\Delta G/h_s=6.4$ N/m and $\Delta\kappa\approx0.768$ km⁻¹. The full formula gives 0.743 km⁻¹.

**Q.** You promised additivity as well. If I measure the three films on separate substrates, do the curvatures add?

**A.** Up to the same kind of correction. A film alone has $d_i=h_i/2$ and $S=s_i$, so its curvature is $K[f_i+f_ih_i/h_s-4f_is_i]$. Subtract the sum of these from the stack result. With $H_i=d_i-h_i/2$, the height of the base of layer $i$, the defect is

$$\Delta_{\rm add}=K\Big[\frac{2}{h_s}\sum_if_iH_i-4\sum_if_i(S-s_i)\Big].$$

The first sum is the lifting of each film by those below it; the second is the stiffness supplied by all the other films. For ABC the base heights are 0, 1 and 3 µm, so the first term is $2(-400+1500)/500=4.4$ N/m. The second is $-4(2.4-2.0+2.5)=-11.6$ N/m. Together they make $-7.2$ N/m, or $-0.86$ km⁻¹.

The full formula gives $71.29-47.81+59.58=83.06$ km⁻¹ for the films bent alone and 82.21 km⁻¹ for the stack. The defect is $-0.85$ km⁻¹, about 1% of the leading curvature.

**Q.** Could I design a stack for which your theorem is useless?

**A.** Yes: make the forces cancel. The neglected lever-arm term is small compared with $\sum|f_i|$, not necessarily with $|\sum f_i|$. If $H_f$ is the total film thickness, then $d_i<H_f$ and

$$\frac{2|G|}{h_s}\le\frac{2H_f}{h_s}\sum_i|f_i|.$$

For stresses referred to the flat substrate, and as long as $S$ is small too, the order is unimportant if $|F|$ is much larger than the right-hand side. In the example that side is $0.014\times1500=21$ N/m, against $F=700$ N/m.

Now change the stress of C to $-400$ MPa. Its force becomes $-200$ N/m, and $F=600-400-200=0$. The leading law predicts a flat plate. With $N=F=0$ the numerator of the plate formula is just $P=G$, so

$$\kappa=\frac{G}{D-B^2/A}\approx\frac{12}{M_sh_s^3}\sum_if_id_i.$$

What remains is a pure couple, and the order decides it. For ABC, $G=300-800-650=-1150$ N·µm/m and $\kappa\approx-0.552$ km⁻¹. Reversing the stack replaces $d_i$ by $H_f-d_i$, so $G$ becomes $H_fF-G=-G$. The curvature changes sign: CBA gives $+0.552$ km⁻¹.

The full values are $\mp0.541$ km⁻¹, about 2% smaller in magnitude. The denominator explains this, since its factor $1+3S$ lowers the result by about $3S=2.1\%$. In absolute terms the curvature is still small beside the 72 km⁻¹ of film A alone. The additive law has a small absolute error here, but it cannot supply even the sign.

**Q.** And if the forces do not cancel, is a small $h_i/h_s$ enough?

**A.** No. The expansion also needs $M_ih_i/(M_sh_s)$ to be small. Take one film with $h/h_s=0.01$ and $M/M_s=20$. It is thin, but $S=0.2$. The full curvature is 0.557 of the Stoney value, so the leading law overestimates it by about 80%. The next-order formula does not rescue it: it gives the factor $1+0.01-0.8=0.21$. The expansion itself has become poor, and the full plate formula is needed.

**Q.** Real films are deposited one after another. By the time the second arrives, the first has already bent and strained the substrate. Surely that brings the order back?

**A.** It does, but again one order later. First find the surface strain. At leading order $\varepsilon_0=-F/(M_sh_s)$, because $B\kappa$ in the force balance is smaller by a factor of order $S$. Bending adds $-\kappa h_s/2=-3F/(M_sh_s)$, so the top of the substrate has strain

$$\varepsilon_{\rm top}\approx-\frac{4F}{M_sh_s}.$$

For the original stack ABC this is $-28\times10^{-6}$; the full solution gives $-27.4\times10^{-6}$. In film A that strain relieves about 8 MPa out of 600 MPa.

Now let $\sigma_i$ mean the stress with which layer $i$ is added, as a whole, to the already bent stack. Let $F_{<i}=\sum_{j<i}f_j$ be the force of the layers already there. The surface strain is then $-4F_{<i}/(M_sh_s)$; the extra height of the earlier films changes it only at higher order. If the substrate were flattened and its strain removed, layer $i$ would be stretched by $4F_{<i}/(M_sh_s)$. Its force in the original definition is therefore

$$f_i+M_ih_i\frac{4F_{<i}}{M_sh_s}=f_i+4s_iF_{<i}.$$

The addition is smaller than the film forces by a factor of order $s_i$, so the leading law stands unless the forces nearly cancel. The added forces total at most $4S\sum_i|f_i|$, so $|F|$ must now be large compared with this as well; for stiff films on a soft substrate it is the stricter condition. At the next order the stiffening term becomes

$$-4FS+4\sum_is_iF_{<i}=-4\sum_is_i(F-F_{<i})=-4\sum_is_i\sum_{j\ge i}f_j.$$

A layer now resists only the bending caused by itself and by later layers, since it was not there to resist the earlier bending. A film that takes up its stress slice by slice while it grows resists only half of its own bending, so its term $s_if_i$ becomes $s_if_i/2$. That term is the same in every order, so the effect of exchanging layers is unchanged at this order.

In the compensated stack this matters at once. If its listed stresses are those at deposition, the new term for ABC is $4(0.002\times600+0.002\times200)=6.4$ N/m. It outweighs the lever-arm term $2G/h_s=-4.6$ N/m, and the curvature becomes positive. The signs found earlier for that stack belong to stresses referred to the flat substrate.

**Q.** Then your rule for exchanging neighbours must change too.

**A.** Yes. Let $R$ be the force of all layers above the pair. With $a$ below $b$, the pair contributes $s_a(f_a+f_b+R)+s_b(f_b+R)$ to the double sum. After the exchange it contributes $s_b(f_a+f_b+R)+s_a(f_a+R)$. The difference is $s_bf_a-s_af_b$, and the contributions of the other layers are unchanged. Multiplying by $-4$, inserting $s_i$ and $f_i$, and adding the lever-arm part gives

$$\Delta\kappa\approx\frac{12h_ah_b}{M_sh_s^3}\Big[\sigma_a-\sigma_b+\frac{2(M_a\sigma_b-M_b\sigma_a)}{M_s}\Big].$$

For A and B the bracket is $800+2(-60\,000-60\,000)/200=-400$ MPa instead of $+800$ MPa. The predicted change is $-0.384$ km⁻¹, and layer-by-layer calculation gives about $-0.39$ km⁻¹. The sign has reversed. A statement about the small effect of order therefore needs to say which stress is held fixed; the leading law does not depend on that choice.

**Q.** Last objection: my film has no layers. Its composition, stress and modulus vary continuously.

**A.** Cut it into thin slices and let their number grow. With $y$ the height above the substrate and $h$ the film thickness, the sums become integrals, and

$$\kappa\approx\frac{6}{M_sh_s^2}\int_0^h\sigma(y)\,dy.$$

Here $\sigma(y)$ again refers to the flat, unstrained substrate. Turning the profile over leaves $F$ and $S$ unchanged, but replaces $G=\int\sigma y\,dy$ by $\int\sigma(h-y)\,dy$. The curvature therefore changes by

$$\Delta\kappa\approx\frac{12}{M_sh_s^3}\int_0^h\sigma(y)(h-2y)\,dy.$$

Take $h=2$ µm on the same substrate, with the stress rising linearly from 100 to 900 MPa and the modulus from 100 to 300 GPa. The force is $500\ \text{MPa}\times2\ \text{µm}=1000$ N/m, so the leading curvature is 120 km⁻¹. The constant part of the stress drops out of this integral. The linear part gives

$$800\,h^2\left(\tfrac12-\tfrac23\right)=-533\ \text{N·µm/m},$$

which corresponds to $-0.256$ km⁻¹. The full values are 118.70 km⁻¹ as grown and 118.45 km⁻¹ turned over, a change of $-0.249$ km⁻¹.

Such a curvature measurement thus determines mainly the integral of the stress. The profile enters at about 0.2% here, well below the stiffening correction of $4S=1.6\%$. To recover the profile from curvature one needs further information, such as readings taken while the film grows, provided that the mismatch strain of the material already deposited does not change later, for example by relaxation. The remaining figures for all six stacking orders are in the numerical output below.

## Numbers as computed

```
Substrate: modulus 200 GPa, thickness 500 um
Film A: 1.0 um, 300 GPa, 600 MPa, force 600 N/m, leading curvature 72.000 1/km
Film B: 2.0 um, 100 GPa, -200 MPa, force -400 N/m, leading curvature -48.000 1/km
Film C: 0.5 um, 400 GPa, 1000 MPa, force 500 N/m, leading curvature 60.000 1/km
Total film force: 700.0 N/m
Stiffness ratio S: 0.00700
Leading curvature, any order: 84.000 1/km
Leading radius of curvature: 11.905 m
Rise at 25 mm from centre: 26.25 um
Orders bottom to top: full plate solution, second-order law, sequential deposition (1/km)
  ABC: 82.214, 82.188, 82.965
  ACB: 81.657, 81.612, 83.244
  BAC: 82.957, 82.956, 82.576
  BCA: 82.864, 82.860, 82.626
  CAB: 81.564, 81.516, 83.292
  CBA: 82.307, 82.284, 82.918
Spread over orders / leading curvature: 1.66 %
Largest error of leading law, relative to leading curvature: 2.90 %
Film A alone, full: 71.286 1/km
Film B alone, full: -47.807 1/km
Film C alone, full: 59.583 1/km
Sum of films alone: 83.061 1/km
Additivity defect of ABC: full -0.847, law -0.864 1/km
Exchange ABC to BAC: full 0.743, law 0.768 1/km
Same exchange, sequential: full -0.388, law -0.384 1/km
Substrate top strain, ABC: full -27.36e-6, leading -28.00e-6
Compensated stack: stress of C set to -400 MPa
  ABC: full -0.5406, lever-arm law -0.5520 1/km
  ACB: full -0.4466, lever-arm law -0.4560 1/km
  BAC: full 0.2115, lever-arm law 0.2160 1/km
  BCA: full 0.4465, lever-arm law 0.4560 1/km
  CAB: full -0.2115, lever-arm law -0.2160 1/km
  CBA: full 0.5406, lever-arm law 0.5520 1/km
Graded film: 2.0 um, stress 100 to 900 MPa, modulus 100 to 300 GPa (bottom to top)
Graded film force: 1000.0 N/m
Graded curvature: leading 120.000, full 118.696, turned over 118.447 1/km
Change on turning over: full -0.2486, law -0.2560 1/km
Stiff film: thickness ratio 0.01, modulus ratio 20, S = 0.20, full/leading curvature 0.557
Error ratio on halving film thickness (ABC): second-order law 7.995
Error ratio on halving film thickness (ABC): leading law 3.997
```
